\section*{Short-Range GGA Exchange from a Rescaled Fermi Momentum}

\section{The question}

An electron far outside a neutral molecule leaves a positive ion behind. Exact exchange supplies the attractive $-1/r$ tail that this electron should feel. The potentials of the usual semilocal functionals decay too fast. Long-range correction therefore splits the electron repulsion,
\begin{equation}
\frac1r=\frac{\operatorname{erfc}(\mu r)}{r}+\frac{\operatorname{erf}(\mu r)}{r},
\end{equation}
and treats exchange through the second, long-range part exactly. The inverse length $\mu$ sets where one part hands over to the other. A semilocal functional is then needed for the first, short-range part.

For the local density approximation (LDA) this functional follows from the uniform gas, whose exchange hole is known. A generalized gradient approximation (GGA) is often given only as an energy density, and an energy density does not say how the exchange energy is distributed over electron separations. Some model of the hole must be added. The model of Iikura, Tsuneda, Yanai and Hirao (ITYH) keeps the hole shape of the uniform gas and changes its momentum scale.

\section{Conventions and the parent functional}

Hartree atomic units are used. For a single determinant with one-particle density matrix $\gamma_\sigma$ for spin $\sigma$, the exchange energy with an interaction $w$ is
\begin{equation}
E_x[w]=-\frac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2\,w(|\mathbf r_1-\mathbf r_2|)\,d^3r_1d^3r_2 .
\label{eq:det}
\end{equation}
The parent GGA is written as
\begin{equation}
E_x^{\rm GGA}=-\frac12\sum_\sigma\int\rho_\sigma^{4/3}K_\sigma\,d^3R,
\label{eq:gga}
\end{equation}
where $K_\sigma>0$ depends on the reduced gradient $x_\sigma=|\nabla\rho_\sigma|/\rho_\sigma^{4/3}$. In LDA it is the constant $K_0=3(3/4\pi)^{1/3}$. The enhancement factor is $F_\sigma=K_\sigma/K_0$, and the Fermi momentum of one spin is $k_{F\sigma}=(6\pi^2\rho_\sigma)^{1/3}$. The spin index is dropped where one spin is treated at a time.

\section{The model density matrix}

In the uniform gas all plane waves with $p<k_F$ are occupied, so that
\begin{equation}
\gamma=\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,e^{i\mathbf p\cdot\mathbf r}
=\rho\,s(k_Fr),\qquad
s(kr)=\frac{3}{4\pi k^3}\int_{p<k}e^{i\mathbf p\cdot\mathbf r}d^3p .
\label{eq:shape}
\end{equation}
The prefactor is right because $(2\pi)^{-3}\,4\pi k_F^3/3=k_F^3/6\pi^2=\rho$. The angular integration followed by the radial one gives
\begin{equation}
s(kr)=\frac{3}{k^3r}\int_0^k p\sin(pr)\,dp
=\frac{3[\sin kr-kr\cos kr]}{(kr)^3}=\frac{3j_1(kr)}{kr},
\end{equation}
with $j_1$ the spherical Bessel function. At $r=0$ the shape equals 1.

For an inhomogeneous system let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$; this change of variables has unit Jacobian. The ITYH assumption is
\begin{equation}
\gamma\left(\mathbf R+\tfrac12\mathbf r,\mathbf R-\tfrac12\mathbf r\right)\simeq\rho(\mathbf R)\,s\bigl(k(\mathbf R)\,r\bigr),
\label{eq:ansatz}
\end{equation}
with a local momentum $k(\mathbf R)$ still to be found. The diagonal value is $\rho$ whatever $k$ is. With \eqref{eq:ansatz}, the energy \eqref{eq:det} needs one integral per point,
\begin{equation}
I[w]=\int s(kr)^2\,w(r)\,d^3r ,\qquad
E_x[w]=-\frac12\sum_\sigma\int\rho_\sigma^2\,I_\sigma[w]\,d^3R .
\label{eq:I}
\end{equation}

\section{The integral in momentum space}

Since $s$ is real, $s^2=s\,s^*$. The definition \eqref{eq:shape} then gives the Fourier transform
\begin{align}
\int s^2e^{-i\mathbf q\cdot\mathbf r}d^3r
&=\left(\frac{3}{4\pi k^3}\right)^2(2\pi)^3\int_{p<k}\int_{p'<k}\delta(\mathbf p-\mathbf p'-\mathbf q)\,d^3p\,d^3p'\nonumber\\
&=\frac{9\pi}{2k^6}\,V(q).
\end{align}
Here $V(q)$ is the volume common to two spheres of radius $k$ whose centres are a distance $q$ apart. For $q<2k$ it consists of two equal caps:
\begin{align}
V(q)&=2\int_{q/2}^{k}\pi(k^2-z^2)\,dz
=2\pi\left[\frac{2k^3}{3}-\frac{k^2q}{2}+\frac{q^3}{24}\right]\nonumber\\
&=\frac{4\pi k^3}{3}\left[1-\frac{3q}{4k}+\frac{q^3}{16k^3}\right].
\end{align}
For $q>2k$ the spheres do not overlap and $V=0$. Thus
\begin{equation}
\int s^2e^{-i\mathbf q\cdot\mathbf r}d^3r=\frac{6\pi^2}{k^3}\left[1-\frac{3q}{4k}+\frac{q^3}{16k^3}\right],\qquad q<2k .
\label{eq:overlap}
\end{equation}

The long-range interaction is the potential of a normalized Gaussian charge, because
\begin{equation}
\nabla^2\frac{\operatorname{erf}(\mu r)}{r}=\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\mu r)
=-4\pi\,\frac{\mu^3}{\pi^{3/2}}e^{-\mu^2r^2}.
\end{equation}
The transform of that charge is $e^{-q^2/4\mu^2}$, so the transform of $\operatorname{erf}(\mu r)/r$ is $(4\pi/q^2)e^{-q^2/4\mu^2}$. Parseval's theorem, with $d^3q=4\pi q^2dq$, gives
\begin{align}
I_{\rm LR}&=\frac{1}{(2\pi)^3}\int_0^{2k}4\pi q^2\,\frac{6\pi^2}{k^3}\left[1-\frac{3q}{4k}+\frac{q^3}{16k^3}\right]\frac{4\pi}{q^2}e^{-q^2/4\mu^2}dq\nonumber\\
&=\frac{24\pi}{k^2}\int_0^1\left(1-\frac{3t}{2}+\frac{t^3}{2}\right)e^{-t^2/4a^2}dt,\qquad a=\frac{\mu}{2k}.
\label{eq:ilr}
\end{align}
The second line uses $q=2kt$: the prefactor $12\pi/k^3$ is multiplied by $2k$, and $q^2/4\mu^2=k^2t^2/\mu^2=t^2/4a^2$.

\section{Fixing the momentum}

As $\mu\to\infty$, $\operatorname{erf}(\mu r)/r$ becomes the full interaction $1/r$ and the exponential becomes 1. The remaining integral is $1-\frac34+\frac18=\frac38$, so
\begin{equation}
I_{\rm full}=\frac{24\pi}{k^2}\cdot\frac38=\frac{9\pi}{k^2}.
\label{eq:full}
\end{equation}
The model is now required to reproduce the parent GGA at each point for the full interaction. Comparison of \eqref{eq:I} with \eqref{eq:gga} gives
\begin{equation}
\rho^2\,\frac{9\pi}{k^2}=\rho^{4/3}K
\quad\Longrightarrow\quad
k=\left(\frac{9\pi}{K}\right)^{1/2}\rho^{1/3}.
\label{eq:k}
\end{equation}
The left side falls steadily with $k$, so this positive solution is unique. For the uniform gas $k=k_F$, and the same condition gives $K_0=9\pi/(6\pi^2)^{2/3}$. Its cube is $729\pi^3/36\pi^4=81/4\pi$, which is also the cube of $3(3/4\pi)^{1/3}$. Dividing the two cases,
\begin{equation}
k_\sigma=k_{F\sigma}\sqrt{\frac{K_0}{K_\sigma}}=\frac{k_{F\sigma}}{\sqrt{F_\sigma}} .
\label{eq:rescale}
\end{equation}

The square root comes from the $1/k^2$ in \eqref{eq:full}. The on-top value of the model hole is fixed by the density, so a larger exchange energy can come only from a wider hole, that is, from a smaller momentum.

The matching is pointwise, although only the integral \eqref{eq:gga} is the energy. A term that integrates to zero could be added to the GGA energy density without changing $E_x^{\rm GGA}$, but it would change $k$ and hence the short-range energy. The construction thus takes the customary form \eqref{eq:gga} as part of its input.

\section{The attenuation function}

Let $A(a)$ be the fraction of the full integral that belongs to the short range. From \eqref{eq:ilr} and \eqref{eq:full},
\begin{equation}
1-A(a)=\frac{I_{\rm LR}}{I_{\rm full}}=\frac83\int_0^1\left(1-\frac{3t}{2}+\frac{t^3}{2}\right)e^{-t^2/4a^2}dt .
\label{eq:Aint}
\end{equation}
With $\mathcal E=e^{-1/4a^2}$ the three integrals are
\begin{align}
\int_0^1e^{-t^2/4a^2}dt&=a\sqrt\pi\,\operatorname{erf}\frac1{2a},\\
\int_0^1t\,e^{-t^2/4a^2}dt&=2a^2(1-\mathcal E),\\
\int_0^1t^3e^{-t^2/4a^2}dt&=\left[-2a^2t^2e^{-t^2/4a^2}\right]_0^1+4a^2\int_0^1t\,e^{-t^2/4a^2}dt\nonumber\\
&=-2a^2\mathcal E+8a^4(1-\mathcal E).
\end{align}
The third was integrated by parts. Their combination with weights $1,-\frac32,\frac12$ is
\begin{equation}
a\sqrt\pi\,\operatorname{erf}\frac1{2a}-3a^2(1-\mathcal E)-a^2\mathcal E+4a^4(1-\mathcal E).
\end{equation}
The terms in $a^2\mathcal E$ add to $+2a^2\mathcal E$. Hence
\begin{equation}
A(a)=1-\frac{8a}{3}\left[\sqrt\pi\operatorname{erf}\frac1{2a}-3a+4a^3+(2a-4a^3)e^{-1/4a^2}\right].
\label{eq:A}
\end{equation}
The short-range energy density is the full one multiplied by $A$:
\begin{equation}
E_x^{\rm SR}=-\frac12\sum_\sigma\int\rho_\sigma^{4/3}K_\sigma\,A(a_\sigma)\,d^3R,
\qquad a_\sigma=\frac{\mu}{2k_\sigma}=\frac{\mu\sqrt{F_\sigma}}{2k_{F\sigma}} .
\label{eq:ityh}
\end{equation}
This is the ITYH functional. With $F_\sigma=1$ it is short-range LDA exchange, and as $\mu\to0$ it returns the parent GGA.

The same fraction in real space, with $y=kr$, is
\begin{equation}
A(a)=\frac{k^2}{9\pi}\int s(kr)^2\frac{\operatorname{erfc}(\mu r)}r\,d^3r
=4\int_0^\infty\frac{j_1(y)^2}{y}\operatorname{erfc}(2ay)\,dy .
\end{equation}
Since erfc decreases, $A$ decreases with $a$. Where $F>1$, the rescaling raises $a$ and so removes more of the energy than the unscaled $k_F$ would. The program tests \eqref{eq:A} against this real-space integral.

\section{Large \texorpdfstring{$\mu$}{mu}: the enhancement cancels}

For $a\gg1$ the exponential in \eqref{eq:Aint} can be expanded. The moments of the bracket with $1$, $t^2$ and $t^4$ are $\frac38$, $\frac13-\frac38+\frac1{12}=\frac1{24}$ and $\frac15-\frac14+\frac1{16}=\frac1{80}$. Therefore
\begin{align}
A&=1-\frac83\left[\frac38-\frac{1}{4a^2}\frac1{24}+\frac{1}{32a^4}\frac1{80}-\dots\right]
=\frac1{36a^2}-\frac1{960a^4}+\dots\nonumber\\
&=\frac{k^2}{9\mu^2}\left(1-\frac{3k^2}{20\mu^2}+\dots\right).
\label{eq:large}
\end{align}
In numerical work this series is preferable at large $a$, where the terms of \eqref{eq:A} are large and nearly cancel. With \eqref{eq:k}, the leading energy density is
\begin{equation}
-\frac12\rho^{4/3}K\cdot\frac{1}{9\mu^2}\cdot\frac{9\pi\rho^{2/3}}{K}=-\frac{\pi\rho^2}{2\mu^2}.
\label{eq:contact}
\end{equation}
$K$ has dropped out, as it should. At large $\mu$ the interaction samples only $r\approx0$, where any determinant has $\gamma=\rho$, and $\int\operatorname{erfc}(\mu r)\,r^{-1}d^3r=\pi/\mu^2$. Equation \eqref{eq:det} then gives the same result.

Suppose instead that $K$ is kept in front but the unscaled $k_F$ is used in $A$. The leading density becomes $-\rho^{4/3}Kk_F^2/18\mu^2$, which is $F$ times \eqref{eq:contact}. Both densities fall as $1/\mu^2$, but their ratio stays at $F$: the relative error does not fade as $\mu$ grows. The rescaling removes it.

\section{Small \texorpdfstring{$\mu$}{mu}: the cost of the model}

For $a\ll1$, $\mathcal E$ and $1-\operatorname{erf}(1/2a)$ are exponentially small, and
\begin{equation}
1-A\simeq\frac83\left(\sqrt\pi\,a-3a^2+4a^4\right).
\label{eq:small}
\end{equation}
The long-range energy density implied by the model is, to leading order,
\begin{equation}
-\frac12\rho^2\,\frac{9\pi}{k^2}\cdot\frac83\sqrt\pi\,\frac{\mu}{2k}
=-\frac{6\pi^{3/2}\mu\rho^2}{k^3}
=-\frac{\mu}{\sqrt\pi}\,\rho\,F^{3/2}.
\label{eq:lrmodel}
\end{equation}
The last step uses $\rho=k_F^3/6\pi^2$ and $(k_F/k)^3=F^{3/2}$.

For a determinant the corresponding result is fixed by normalization. At small $\mu$, $\operatorname{erf}(\mu r)/r\to2\mu/\sqrt\pi$ over the extent of a finite system. Idempotency gives $\int|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2d^3r_2=\rho_\sigma(\mathbf r_1)$. The long-range energy is therefore $-(\mu/\sqrt\pi)N$ for $N$ electrons, without $F^{3/2}$.

The excess has a plain origin. By \eqref{eq:overlap} at $q=0$, the model hole contains
\begin{equation}
\rho\int s^2d^3r=\frac{6\pi^2\rho}{k^3}=F^{3/2}
\end{equation}
electrons. For a determinant the sum rule holds at fixed $\mathbf r_1$. At fixed midpoint $\mathbf R$ only the density-weighted mean of this norm must be one, because $\iint|\gamma_\sigma|^2d^3r_1d^3r_2=N_\sigma$. The single parameter $k$ was spent on the energy, and none is left for the norm. If $F\ge1$ everywhere, as for the functional used below, the mean of $F^{3/2}$ exceeds one for an inhomogeneous density. The model then assigns too much exchange to the long range at small $\mu$. When the parent's total energy is about right, too little remains in the short range.

The unscaled variant does better here. Its long-range density is proportional to $K/k_F$ instead of $K/k$, so its leading excess factor is $F$, not $F^{3/2}$. The rescaling thus gains the correct large-$\mu$ limit and, for $F\ge1$, increases the excess in the implied long-range part at small $\mu$.

\section{Example: one point in the hydrogen atom}

The ground state of hydrogen has one occupied spin, with density $\rho=e^{-2r}/\pi$. The parent functional is B88,
\begin{equation}
K=K_0+\frac{2\beta x^2}{1+6\beta x\operatorname{arsinh}x},\qquad\beta=0.0042 .
\end{equation}
Take $r=1$ bohr and $\mu=0.4$ bohr$^{-1}$. The density is $\rho=0.04308$ bohr$^{-3}$. Because $|\nabla\rho|=2\rho$, the reduced gradient is $x=2/\rho^{1/3}=5.705$, and B88 gives $K=2.0634$. With $K_0=1.8611$ and $k_F=1.3664$ bohr$^{-1}$,
\begin{align}
F&=\frac{2.0634}{1.8611}=1.1087,\\
k&=\frac{1.3664}{\sqrt{1.1087}}=1.2976\ \text{bohr}^{-1},\\
a&=\frac{0.4}{2\times1.2976}=0.1541 .
\end{align}
This $a$ is small enough for \eqref{eq:small}:
\begin{equation}
1-A\simeq\frac83(0.2732-0.0713+0.0023)=0.5445,
\end{equation}
in agreement with $A=0.4555$ from the full formula. The unscaled $k_F$ would give $0.4747$. The full-range energy density, $-0.015580$ hartree/bohr$^3$, is thus reduced to
\begin{equation}
-0.015580\times0.4555=-0.00710\ \text{hartree/bohr}^3 .
\end{equation}
The model hole at this point contains $F^{3/2}=1.167$ electrons. This is not a local excess: for hydrogen the exact norm at fixed midpoint is $e^{-2R}\left(1+4R+\tfrac{16}{3}R^2\right)$, which is $1.40$ here. The exact norm falls to zero far from the nucleus while $F^{3/2}$ grows, and the excess in the mean arises there.

\section{Example: the whole atom}

For this density the exact exchange energy is $-0.3125$ hartree, and B88 gives $-0.3098$ hartree. The short-range parts, in hartree, are as follows; ``unscaled'' means B88 with $k_F$ in $A$.

\begin{center}
\begin{tabular}{ccccc}
$\mu$ (bohr$^{-1}$) & exact & LDA & unscaled & ITYH\\
0.2 & $-0.20755$ & $-0.17708$ & $-0.19976$ & $-0.19283$\\
0.4 & $-0.13395$ & $-0.11953$ & $-0.13323$ & $-0.12645$\\
1.0 & $-0.04501$ & $-0.04395$ & $-0.04834$ & $-0.04487$\\
2.0 & $-0.01406$ & $-0.01407$ & $-0.01541$ & $-0.01417$
\end{tabular}
\end{center}

At $\mu=1$ and $2$ bohr$^{-1}$ ITYH is within 1\% of the exact short-range value, while the unscaled variant is too negative by about 7\% and 10\%. At $\mu=0.2$ and $0.4$ bohr$^{-1}$ the order is reversed: ITYH is too weak by about 7\% and 6\%, the unscaled variant by about 4\% and 0.5\%. The ordering of the two variants at each end agrees with the two limits, but the small-$\mu$ limit is far from reached at these values. The long-range part implied by ITYH exceeds the exact one by factors of only 1.11 and 1.03 at $\mu=0.2$ and $0.4$ bohr$^{-1}$. At $0.4$ bohr$^{-1}$ that of the unscaled variant, $-0.30976+0.13323=-0.17653$ hartree, is already weaker than the exact $-0.17855$ hartree. The crossover is also specific to hydrogen, because large $\mu$ means large against the local $k$: for neon, whose core momenta are higher, the unscaled variant is still the closer at $\mu=3$ bohr$^{-1}$. The smallest errors are partly accidental: the error of the unscaled variant changes sign between $\mu=0.4$ and $1$ bohr$^{-1}$, and that of ITYH between $1$ and $2$ bohr$^{-1}$.

At $\mu=2$ bohr$^{-1}$ LDA and ITYH are both more negative than the exact value, and LDA is the closer; the LDA error changes sign between $\mu=1$ and $2$ bohr$^{-1}$. The expansion \eqref{eq:large} explains only why ITYH is more negative than LDA. The leading term \eqref{eq:contact} is common to both. The next term in \eqref{eq:large} reduces the magnitude in proportion to $k^2$, and it does so less for ITYH because $k<k_F$. At this $\mu$, $a$ is only about 0.4 near the nucleus, so this term gives the sign of the difference but overestimates its size by about 20\%.

The limits themselves are tested on the same atom. At $\mu=20$ bohr$^{-1}$ the ratio of the short-range energy to the integral of \eqref{eq:contact} is 0.999 for both the exact result and ITYH. For the unscaled variant it is 1.091, close to the $\rho^2$-weighted mean of $F$, 1.093. At $\mu=10^{-4}$ bohr$^{-1}$ the long-range part implied by ITYH is 1.443 times $-\mu/\sqrt\pi$, where the exact factor is 1.000. The density-weighted mean of $F^{3/2}$, which \eqref{eq:lrmodel} predicts for this factor, is 1.444.

\section{Adding exact long-range exchange}

The long-range-corrected exchange energy is
\begin{equation}
E_x^{\rm LC}=E_x^{\rm SR}-\frac12\sum_\sigma\iint|\gamma_\sigma|^2\,\frac{\operatorname{erf}(\mu r_{12})}{r_{12}}\,d^3r_1d^3r_2 .
\end{equation}
For given orbitals the second term is exact, so the error of the sum is that of the short-range part. For hydrogen at $\mu=0.4$ bohr$^{-1}$,
\begin{equation}
E_x^{\rm LC}=-0.12645-0.17855=-0.3050\ \text{hartree}=-8.30\ \text{eV}.
\end{equation}
Relative to exact exchange the error is $+0.0075$ hartree, larger than the $+0.0027$ hartree of full-range B88. The printed energies show why. The long-range part implied by the model is $-0.30976+0.12645=-0.18331$ hartree, too negative by $0.0048$ hartree. In full-range B88, viewed through this model, that error offsets part of the $+0.0075$ hartree from the short range. Exact long-range exchange removes the offset.

This comparison concerns the energy of one atom at a fixed density. It does not measure the improvement in the potential far from the atom, which was the reason for the range separation. The numerical check that accompanies these notes contains the integrals behind the hydrogen table, the two limits and the model values of the worked point.

\section*{Calculated quantities}
\begin{verbatim}
Attenuation function: a, from definition, from formula
   0.05  0.78360615  0.78360615
   0.30  0.21728613  0.21728613
   0.90  0.03277319  0.03277319
   1.50  0.01214314  0.01214314
   3.00  0.00307361  0.00307361
Hydrogen atom at r = 1 bohr, mu = 0.4 bohr^-1
  spin density rho           0.043079 bohr^-3
  reduced gradient x         5.70527
  K_LDA                      1.861051
  K (B88)                    2.063419
  enhancement factor F       1.108738
  kF                         1.366378 bohr^-1
  k = kF/sqrt(F)             1.297646 bohr^-1
  k from root search         1.297646 bohr^-1
  a = mu/(2k)                0.154125
  A(a)                       0.455538
  A with unscaled kF         0.474667
  full-range energy density  -0.0155802 hartree/bohr^3
  SR energy density, formula -0.0070974 hartree/bohr^3
  SR energy density, direct  -0.0070974 hartree/bohr^3
  norm of model hole         1.167464
Full-range exchange of hydrogen, hartree
  exact -0.312500  LDA -0.268037  B88 -0.309756
Short-range exchange of hydrogen, hartree
  mu/bohr^-1   exact       LDA         B88 with kF  ITYH
    0.2     -0.2075540  -0.1770798  -0.1997607   -0.1928287
    0.4     -0.1339455  -0.1195294  -0.1332332   -0.1264514
    1.0     -0.0450051  -0.0439516  -0.0483368   -0.0448715
    2.0     -0.0140611  -0.0140743  -0.0154073   -0.0141681
    5.0     -0.0024524  -0.0024561  -0.0026842   -0.0024589
Ratio to contact limit -(pi/2mu^2) int rho^2, mu = 20 bohr^-1
  exact 0.99875  ITYH 0.99895  B88 with kF 1.09131
  rho^2-weighted mean of F   1.09251
Long-range part divided by -mu/sqrt(pi), mu = 0.0001 bohr^-1
  exact 1.00000  ITYH model 1.44341
  density-weighted mean of F^(3/2)  1.44404
Long-range-corrected exchange, mu = 0.4 bohr^-1
  ITYH short-range part      -0.126451 hartree
  exact long-range part      -0.178555 hartree
  sum                        -0.305006 hartree = -8.2996 eV
  error of the sum           +0.007494 hartree
  error of full-range B88    +0.002744 hartree
\end{verbatim}
